# Separating Static Capacitance from Quartz Resonance in a Deposition Monitor: verification in Python

```python
# RESULT UNDER TEST: a complex admittance sweep of a quartz resonator,
#   Y = i w C0 + 1/(R + i w L + 1/(i w C))
#     = i w C0 + G/(1 + i xi),  xi = (w/ws - ws/w)/D,
# yields series resonance ws = 1/sqrt(LC) and dissipation D = R/(ws L)
# by a linear start followed by Gauss-Newton least squares.
# w: angular frequency; C0: static capacitance; R, L, C: motional branch;
# G = 1/R; Gamma = fs D/2: half-width in Hz; beta = ws C0 R.
# Time convention exp(+i w t). SI units inside, practical units in print.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
rng = np.random.default_rng(12345)


def network(w, R, L, C, C0):
    """Admittance assembled from the circuit elements."""
    return 1j*w*C0 + 1/(R + 1j*w*L + 1/(1j*w*C))


def model(w, p):
    """Resonance form and its derivatives; p = (ws, D, G, C0)."""
    ws, D, G, C0 = p
    xi = (w - ws)*(w + ws)/(w*ws*D)
    line = 1/(1 + 1j*xi)
    slope = -1j*G*line**2
    jac = np.column_stack([-slope*(w/ws**2 + 1/w)/D, -slope*xi/D,
                           line, 1j*w])
    return 1j*w*C0 + G*line, jac


def stack(a):
    return np.concatenate([a.real, a.imag])


def linear_start(w, Y):
    """Five-unknown linear problem for the complex capacitance."""
    wc = w.mean()
    c = Y/(1j*w)
    unit = np.abs(c).max()
    c = c/unit
    s = (w - wc)*(w + wc)/wc**2
    smax = np.abs(s).max()
    S, u = s/smax, w/wc
    A = np.column_stack([c, 1j*u*c, S + 0j, -1j*u, -np.ones_like(c)])
    B, g, c0, _, K = np.linalg.lstsq(stack(A), stack(S*c), rcond=None)[0]
    ws = wc*np.sqrt(1 + B*smax)
    return np.array([ws, g*smax*wc/ws, (K - c0*B)*unit*wc/g, c0*unit])


def refine(w, Y, start, static=True):
    """Gauss-Newton with step halving; static=False forces C0 = 0."""
    p = np.array(start, float)
    n = 4 if static else 3
    if not static:
        p[3] = 0.0
    for count in range(1, 41):
        M, J = model(w, p)
        cost = np.sum(np.abs(Y - M)**2)
        scale = np.array([p[0]*p[1], p[1], p[2], p[2]/p[0]])[:n]
        step = np.linalg.lstsq(stack(J[:, :n]*scale), stack(Y - M),
                               rcond=None)[0]
        if np.abs(step).max() < 1e-9:
            break
        factor, accepted = 1.0, False
        for _ in range(12):
            trial = p.copy()
            trial[:n] += factor*step*scale
            if trial[1] > 0 and np.sum(
                    np.abs(Y - model(w, trial)[0])**2) < cost:
                p, accepted = trial, True
                break
            factor /= 2
        if not accepted:
            break
    return p, count


def fit(w, Y):
    return refine(w, Y, linear_start(w, Y))[0]


def relative_sd(X, N):
    """Closed-form sd of fs and Gamma in units of Gamma*sigma/G."""
    a, q = np.arctan(X), X/(1 + X**2)
    J = a - q
    return (np.sqrt(2*X/N/(a + q - 2*X/(1 + X**2)**2)),
            np.sqrt(2*X/N/(J - J**2/(2*a))))


# ---------- chosen crystal and sweep ----------
fs, Q, C, C0 = 6.0e6, 4.0e4, 20e-15, 20e-12
ws, D = 2*pi*fs, 1/Q
L = 1/(ws**2*C)
R = ws*L/Q
G, Gam, beta = 1/R, fs*D/2, ws*C0*R
N, X = 101, 5.0
f = fs + Gam*np.linspace(-X, X, N)
w = 2*pi*f
noise = 1e-3*G
Y = network(w, R, L, C, C0)

# ---------- noise-free recovery, derivatives, ring-down ----------
p0 = linear_start(w, Y)
assert abs(p0[0]/(2*pi) - fs) < 1e-3 and abs(p0[1]/D - 1) < 1e-5
p = fit(w, Y)
Rf, Lf, Cf = 1/p[2], 1/(p[2]*p[0]*p[1]), p[1]*p[2]/p[0]
assert abs(p[0]/(2*pi) - fs) < 1e-4
assert np.allclose([Rf, Lf, Cf, p[3]], [R, L, C, C0], rtol=1e-6, atol=0)
truth = np.array([ws, D, G, C0])
for j, h in enumerate([1e-3*ws*D, 1e-3*D, 1e-3*G, 1e-3*C0]):
    e = np.zeros(4)
    e[j] = h
    num = (model(w, truth + e)[0] - model(w, truth - e)[0])/(2*h)
    ana = model(w, truth)[1][:, j]
    assert np.abs(num - ana).max() < 1e-5*np.abs(ana).max()
ring = np.linalg.eigvals(np.array([[0, 1], [-1/(L*C*ws**2), -R/(L*ws)]]))
decay = -ring.real.mean()*ws
assert abs(decay/(p[0]*p[1]/2) - 1) < 1e-6

# ---------- distributed piezoelectric plate ----------
k2, Ce, Csh, phi, fa = 0.0077, 3.2e-12, 16.8e-12, 2.5e-5, 6.0e6


def plate(r):
    soft = 1 + 1j*phi*r          # viscous loss in the stiffness
    return (pi/2)*r/np.sqrt(soft), k2/soft


def pole_condition(r):
    x, kap = plate(r)
    return x*np.cos(x) - kap*np.sin(x)


r = (1 - 4*k2/pi**2)*(1 + 0.5j*phi)
for _ in range(25):
    h = 1e-6
    r -= pole_condition(r)*2*h/(pole_condition(r+h) - pole_condition(r-h))
fpole, Dpole = fa*abs(r), 2*r.imag/abs(r)
fp = fpole + fpole*Dpole/2*np.linspace(-X, X, N)
xp, kp = plate(fp/fa)
Yp = 2j*pi*fp*(Csh + Ce/(1 - kp*np.tan(xp)/xp))
pp = fit(2*pi*fp, Yp)
Cplate = pp[1]*pp[2]/pp[0]
x1 = abs(plate(r)[0])
assert abs(pp[0]/(2*pi) - fpole) < 1e-3 and abs(pp[1]/Dpole - 1) < 1e-4
assert abs(Cplate/(2*k2*Ce/(x1**2 + k2**2 - k2)) - 1) < 1e-4
assert abs(Cplate/(8*k2*Ce/pi**2) - 1) < 0.02
overtone_C = pp[3] - Csh - Ce
assert abs(overtone_C - 2*k2*Ce/pi**2) < 1e-15


# ---------- readings that do not separate C0 ----------
def landmarks(f0, Rm):
    """Offsets from f0 of zero phase and of maximum |Y|, in Hz."""
    Lm = 1/((2*pi*f0)**2*C)
    width = Rm/(4*pi*Lm)

    def adm(x):
        return network(2*pi*(f0 + x), Rm, Lm, C, C0)
    zero = brentq(lambda x: adm(x).imag, 0, width, xtol=1e-8)
    top = minimize_scalar(lambda x: -abs(adm(x))*Rm, method='bounded',
                          bounds=(-width, width), options={'xatol': 1e-7})
    return zero, top.x


zero1, top1 = landmarks(fs, R)
assert abs(zero1 - Gam*(1 - np.sqrt(1 - 4*beta**2))/(2*beta)) < 2e-3
assert abs(top1 - Gam*(1 - np.sqrt(1 + 4*beta**2))/(2*beta)) < 2e-3
for mult in (15, 25):
    scan = fs + mult*Gam*np.linspace(-10, 10, 20001)
    crosses = network(2*pi*scan, mult*R, L, C, C0).imag.min() < 0
    assert crosses == (mult*beta < 0.5)
bare = refine(w, Y, p0, static=False)[0]
bare_shift = bare[0]/(2*pi) - fs
a, q = np.arctan(X), X/(1 + X**2)
assert abs(bare_shift/(beta*Gam*2*q/(a + q)) - 1) < 0.05

# ---------- uncertainty: covariance matrix and repeated fits ----------
for span in (1.2, 5.0):
    m = 2000
    grid = span*((np.arange(m) + 0.5)*2/m - 1)
    J = model(2*pi*(fs + Gam*grid), truth)[1]
    J = stack(J*np.array([ws*D/2, D, G, G/ws]))/G
    sd = np.sqrt(np.diag(np.linalg.inv(J.T @ J)))
    assert np.allclose(sd[:2], relative_sd(span, m), rtol=5e-3)


def repeated(level, trials):
    first, final = [], []
    for _ in range(trials):
        e = level*G*(rng.normal(size=N) + 1j*rng.normal(size=N))
        s0 = linear_start(w, Y + e)
        s1 = refine(w, Y + e, s0)[0]
        first.append([s0[0]/(2*pi), s0[0]*s0[1]/(4*pi)])
        final.append([s1[0]/(2*pi), s1[0]*s1[1]/(4*pi)])
    return np.array(first), np.array(final)


trials = 500
_, low = repeated(1e-3, trials)
sd_mc = low.std(axis=0, ddof=1)
sd_th = Gam*1e-3*np.array(relative_sd(X, N))
assert np.allclose(sd_mc, sd_th, rtol=0.13)    # sampling error about 3 %
assert abs(low[:, 0].mean() - fs) < 5*sd_th[0]/np.sqrt(trials)
start3, final3 = repeated(3e-2, trials)
bias_start = start3[:, 1].mean()/Gam - 1
bias_final = final3[:, 1].mean()/Gam - 1
se_start = start3[:, 1].std()/Gam/np.sqrt(trials)
se_final = final3[:, 1].std()/Gam/np.sqrt(trials)
assert abs(bias_start) > 4*se_start and abs(bias_final) < 4*se_final
best = [minimize_scalar(lambda x: relative_sd(x, N)[i], bounds=(0.3, 20),
                        method='bounded').x for i in (0, 1)]

# ---------- one SnO2 cycle with a simultaneous rise of R ----------
Zq = np.sqrt(2650*2.95e10)             # rough quartz density and stiffness
thick, dens = 0.1e-9, 6000.0           # rough growth and film density
mass = thick*dens


def loaded_shift(m):
    return brentq(lambda x: np.tan(pi*x/fs) + 2*pi*(fs + x)*m/Zq,
                  -0.01*fs, 0, xtol=1e-10)


shift = loaded_shift(mass)
per_hz = Zq/(2*fs**2)
assert abs(-shift*per_hz/mass - 1) < 1e-5
long_shift = loaded_shift(1000*mass)
long_error = -long_shift*per_hz/(1000*mass) - 1
assert abs(long_error/(long_shift/fs) - 1) < 0.02
f2, R2 = fs + shift, 1.5*R
L2 = 1/((2*pi*f2)**2*C)
sweeps = []
for Yclean in (Y, network(w, R2, L2, C, C0)):
    Yn = Yclean + noise*(rng.normal(size=N) + 1j*rng.normal(size=N))
    sweeps.append(refine(w, Yn, linear_start(w, Yn)))
(pa, na), (pb, nb) = sweeps
fit_shift = (pb[0] - pa[0])/(2*pi)
sd2 = 1.5*Gam*noise*R2*relative_sd(X/1.5, N)[0]
sd_shift = np.hypot(sd_th[0], sd2)
assert abs(fit_shift - shift) < 5*sd_shift
zero2, top2 = landmarks(f2, R2)
zero_shift, top_shift = shift + zero2 - zero1, shift + top2 - top1
to_ng = -per_hz*1e8                    # Hz to ng/cm2

# ---------- neglected effects ----------
Ls, Rs = 0.2e-6, 1.0
pl = fit(w, 1/(1/Y + Rs + 1j*w*Ls))
lead_shift, lead_D = pl[0]/(2*pi) - fs, pl[1]/D - 1
assert abs(lead_shift/(-fs*Ls/(2*L)) - 1) < 0.04
assert abs(lead_D/(Rs/R) - 1) < 0.04
width = 2*X*Gam
moving = 2*pi*(fs + shift*(f - fs)/width)
pd = fit(w, network(w, R, 1/(moving**2*C), C, C0))
drift_G = pd[0]*pd[1]/(4*pi)/Gam - 1
assert abs(drift_G/(1/(1 - shift/width) - 1) - 1) < 0.03
assert abs(pd[0]/(2*pi) - fs) < 0.01
dwell = 10e-3
left = np.exp(-decay*dwell)
T, cubic = 423.0, 1e-10                # rough AT-cut cubic coefficient
slope_T = 3*cubic*(T - 298)**2*fs
press, mol = const.torr, 28*const.atomic_mass
speed = np.sqrt(8*const.k*T/(pi*mol))
free_path = const.k*T/(np.sqrt(2)*pi*(0.37e-9)**2*press)
gas_G = fs*(press*mol/(const.k*T)*speed/4)/(pi*Zq)
assert ws*free_path/speed > 1          # free-molecular drag applies

# ---------- report ----------
print(f"Chosen fs = {fs/1e6:.3f} MHz, Q = {Q:.0f}, D = {D*1e6:.2f}e-6")
print(f"Chosen C = {C*1e15:.1f} fF, C0 = {C0*1e12:.1f} pF")
print(f"R = {R:.3f} ohm, L = {L*1e3:.3f} mH, G = {G*1e3:.3f} mS")
print(f"Half-width Gamma = {Gam:.2f} Hz, beta = {beta:.5f}")
print(f"Static susceptance ws*C0 = {ws*C0*1e3:.4f} mS")
print(f"Sweep: {N} points, half-span {X:.0f} Gamma, width {width:.0f} Hz")
print(f"Noise per quadrature = {noise*1e6:.2f} uS")
print(f"Ring-down rate = {decay:.2f} 1/s, time = {1e3/decay:.3f} ms")
print(f"Plate inputs: k2 = {k2}, Ce = {Ce*1e12:.1f} pF, "
      f"shunt = {Csh*1e12:.1f} pF")
print(f"Plate pole: f = {fpole:.3f} Hz, D = {Dpole*1e6:.5f}e-6")
print(f"Plate fit:  f = {pp[0]/(2*pi):.3f} Hz, D = {pp[1]*1e6:.5f}e-6")
print(f"Plate fit: C = {Cplate*1e15:.3f} fF, "
      f"overtone part of C0 = {overtone_C*1e15:.2f} fF")
print(f"Zero phase minus fs = {zero1:+.3f} Hz")
print(f"Maximum |Y| minus fs = {top1:+.3f} Hz")
print(f"Fit without C0 minus fs = {bare_shift:+.3f} Hz")
print(f"sd of fs: formula {sd_th[0]:.4f}, repeated fits {sd_mc[0]:.4f} Hz")
print(f"sd of Gamma: formula {sd_th[1]:.4f}, "
      f"repeated fits {sd_mc[1]:.4f} Hz")
print(f"Best half-span: fs {best[0]:.2f} Gamma, Gamma {best[1]:.2f} Gamma")
print(f"3 % noise, {trials} fits, bias of Gamma:")
print(f"  linear start {100*bias_start:+.2f} +- {100*se_start:.2f} %")
print(f"  refined fit  {100*bias_final:+.2f} +- {100*se_final:.2f} %")
print(f"Cycle: {thick*1e9:.2f} nm at {dens/1000:.1f} g/cm3 = "
      f"{mass*1e8:.2f} ng/cm2")
print(f"Quartz impedance = {Zq/1e6:.3f}e6 kg/(m2 s)")
print(f"Mass per hertz = {per_hz*1e8:.3f} ng/cm2/Hz")
print(f"True shift = {shift:.3f} Hz; R rises to {R2:.3f} ohm")
for name, v, n in (("before", pa, na), ("after", pb, nb)):
    print(f"Fit {name}: fs - 6 MHz = {v[0]/(2*pi) - 6e6:+.3f} Hz, "
          f"D = {v[1]*1e6:.3f}e-6")
    print(f"  R = {1/v[2]:.3f} ohm, C0 = {v[3]*1e12:.3f} pF, "
          f"passes = {n}")
    print(f"  L = {1e3/(v[2]*v[0]*v[1]):.3f} mH, "
          f"C = {v[1]*v[2]/v[0]*1e15:.3f} fF")
for name, v in (("fit", fit_shift), ("zero phase", zero_shift),
                ("maximum |Y|", top_shift)):
    print(f"Shift by {name} = {v:.3f} Hz, mass = {v*to_ng:.2f} ng/cm2")
print(f"sd of fitted shift = {sd_shift:.3f} Hz = "
      f"{sd_shift*per_hz*1e8:.2f} ng/cm2")
print(f"Thickness from fit = {-fit_shift*per_hz/dens*1e9:.4f} nm")
print(f"Leads {Ls*1e6:.1f} uH, {Rs:.1f} ohm: fs {lead_shift:+.2f} Hz, "
      f"D {100*lead_D:+.2f} %")
print(f"Cycle during sweep: Gamma {100*drift_G:+.3f} %")
print(f"Dwell {dwell*1e3:.0f} ms: transient left {100*left:.2f} %, "
      f"sweep {N*dwell:.2f} s")
print(f"Temperature slope at {T:.0f} K = {slope_T:.1f} Hz/K")
print(f"Temperature change equal to one cycle = {-shift/slope_T:.3f} K")
print(f"N2 at 1 Torr: free path {free_path*1e6:.1f} um, "
      f"w*tau = {ws*free_path/speed:.2f}")
print(f"N2 drag adds to Gamma {gas_G:.4f} Hz per face")
print(f"1000 cycles: shift {long_shift:.1f} Hz, "
      f"mass error {100*long_error:+.3f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Chosen fs = 6.000 MHz, Q = 40000, D = 25.00e-6
Chosen C = 20.0 fF, C0 = 20.0 pF
R = 33.157 ohm, L = 35.181 mH, G = 30.159 mS
Half-width Gamma = 75.00 Hz, beta = 0.02500
Static susceptance ws*C0 = 0.7540 mS
Sweep: 101 points, half-span 5 Gamma, width 750 Hz
Noise per quadrature = 30.16 uS
Ring-down rate = 471.24 1/s, time = 2.122 ms
Plate inputs: k2 = 0.0077, Ce = 3.2 pF, shunt = 16.8 pF
Plate pole: f = 5981217.197 Hz, D = 25.07875e-6
Plate fit:  f = 5981217.197 Hz, D = 25.07875e-6
Plate fit: C = 20.161 fF, overtone part of C0 = 4.98 fF
Zero phase minus fs = +1.876 Hz
Maximum |Y| minus fs = -1.874 Hz
Fit without C0 minus fs = +0.456 Hz
sd of fs: formula 0.0189, repeated fits 0.0190 Hz
sd of Gamma: formula 0.0288, repeated fits 0.0284 Hz
Best half-span: fs 1.19 Gamma, Gamma 1.44 Gamma
3 % noise, 500 fits, bias of Gamma:
  linear start -0.84 +- 0.07 %
  refined fit  +0.08 +- 0.05 %
Cycle: 0.10 nm at 6.0 g/cm3 = 60.00 ng/cm2
Quartz impedance = 8.842e6 kg/(m2 s)
Mass per hertz = 12.280 ng/cm2/Hz
True shift = -4.886 Hz; R rises to 49.736 ohm
Fit before: fs - 6 MHz = -0.012 Hz, D = 25.001e-6
  R = 33.158 ohm, C0 = 19.912 pF, passes = 3
  L = 35.180 mH, C = 20.000 fF
Fit after: fs - 6 MHz = -4.905 Hz, D = 37.509e-6
  R = 49.745 ohm, C0 = 20.203 pF, passes = 3
  L = 35.179 mH, C = 20.001 fF
Shift by fit = -4.893 Hz, mass = 60.09 ng/cm2
Shift by zero phase = -2.537 Hz, mass = 31.16 ng/cm2
Shift by maximum |Y| = -7.225 Hz, mass = 88.72 ng/cm2
sd of fitted shift = 0.040 Hz = 0.49 ng/cm2
Thickness from fit = 0.1001 nm
Leads 0.2 uH, 1.0 ohm: fs -17.26 Hz, D +3.05 %
Cycle during sweep: Gamma -0.647 %
Dwell 10 ms: transient left 0.90 %, sweep 1.01 s
Temperature slope at 423 K = 28.1 Hz/K
Temperature change equal to one cycle = 0.174 K
N2 at 1 Torr: free path 72.0 um, w*tau = 4.80
N2 drag adds to Gamma 0.0324 Hz per face
1000 cycles: shift -4882.0 Hz, mass error -0.082 %
ALL CHECKS PASSED
```
